**Mode counting and the Sharvin conductance**

The program tests $G=(2e^2/h)\,A\,S_n/(2\pi)^2$ for a wide, clean, short constriction, where $A$ is the cross-section and $S_n$ the projected area of the forward-moving Fermi surface, counted with multiplicity. For a sphere of radius $k_F$ the mode number is $k_F^2A/4\pi$. It asserts that averaged mode counts in a disc follow the area and edge terms for hard and finite walls, and that line-by-line crossings in an fcc band agree with the velocity integral within 1 per cent along [001] and [110]. In a two-dimensional lattice it asserts that transmission stays close to the number of open modes, changes little with neck length when clean, and falls with length when disordered. Further assertions cover the Drude form, the thermal shift and direct flight through a tube. For a copper-like opening 10 nm in diameter the output gives about 1163 modes and 11.1 Ω. Fully diffuse walls raise this to 13.3 Ω, and the diffusive spreading resistance is 2.0 Ω.

## Check in Python

```python
"""
Result under test: a wide, clean, short constriction of cross-section A has
    G = (2 e^2/h) * A * S_n / (2 pi)^2,
S_n = projected area of the forward-moving Fermi surface, with multiplicity.
For a sphere of radius kF the mode number is kF^2 A / (4 pi).
Symbols: kF Fermi wavevector, R opening radius, x = kF R, P perimeter,
l bulk mean free path, rho resistivity, a lattice constant, t hopping.
Lengths are in nm and energies in eV unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import jv, jvp, kve, jn_zeros

rng = np.random.default_rng(7)


# ---------- transverse modes of a disc, counted by nodes ----------
def disc_modes(x, step_ratio=None):
    """Modes below the Fermi level. step_ratio = k0/kF for a finite wall."""
    total = 0
    for m in range(int(x) + 1):
        grid = np.linspace(m, x, int((x - m) / 0.5) + 3)
        values = jv(m, grid)
        nodes = int(np.sum(values[1:] * values[:-1] < 0))
        if step_ratio is not None:
            y = x * np.sqrt(step_ratio**2 - 1)
            inside = x * jvp(m, x) / jv(m, x)
            outside = -y * (kve(abs(m - 1), y) + kve(m + 1, y)) / (2 * kve(m, y))
            # a growing tail of opposite sign has one more node outside
            nodes += int(inside < outside)
        total += nodes * (1 if m == 0 else 2)
    return total


def soft_wall_gain(x, step_ratio):
    integral = quad(lambda s: np.arcsin(np.sqrt(1 - s * s) / step_ratio), -1, 1)[0]
    return x * integral / np.pi


# ---------- inputs of the worked example ----------
a_nm = 0.36
diameter = 10.0
film = 2.0
barrier = 3.0
rho_ohm_m = 2.0e-8
temperature = 300.0
j_limit_A_cm2 = 1.0e7

radius = diameter / 2
area = np.pi * radius**2
density = 4 / a_nm**3
kF = (3 * np.pi**2 * density) ** (1 / 3)
hb2_2m = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
EF = hb2_2m * kF**2
G0 = 2 * const.e**2 / const.h
N_sharvin = kF**2 * area / (4 * np.pi)
R_sharvin = 1 / (G0 * N_sharvin)
x0 = kF * radius
ratio0 = np.sqrt((EF + barrier) / EF)

# ---------- area and edge terms against averaged exact counts ----------
xs = np.linspace(60, 76, 161)
hard_error = np.mean([disc_modes(x) - (x * x / 4 - x / 2) for x in xs])
soft_error = np.mean([disc_modes(x, ratio0) - (x * x / 4 - x / 2
                      + soft_wall_gain(x, ratio0)) for x in xs])
# curvature leaves a remainder of order one; the edge terms are tens of modes
assert abs(hard_error) < 1.5, hard_error
assert abs(soft_error) < 3.0, soft_error

N_hard = disc_modes(x0)
N_soft = disc_modes(x0, ratio0)
zeros = [(m, jn_zeros(m, 26)) for m in range(81)]
assert N_hard == sum((1 if m == 0 else 2) * int(np.sum(z < x0)) for m, z in zeros)
closed_leak = 0.0
for m, z in zeros:
    kappa = np.sqrt(z[z > x0]**2 - x0**2) / radius
    closed_leak += (1 if m == 0 else 2) * np.sum(np.exp(-2 * kappa * film))

# ---------- general Fermi surface: half-filled fcc s band, t = 1 ----------
n3 = 120
u = (np.arange(n3) + 0.5) * np.pi / n3
X, Y, Z = np.meshgrid(u, u, u, indexing="ij", sparse=True)
cx, cy, cz = np.cos(X), np.cos(Y), np.cos(Z)
band = -4 * (cx * cy + cy * cz + cz * cx)
mu_fcc = float(np.median(band))
gx = 4 * np.sin(X) * (cy + cz)
gy = 4 * np.sin(Y) * (cx + cz)
gz = 4 * np.sin(Z) * (cx + cy)
width = 0.1
delta = np.exp(-((band - mu_fcc) / width)**2 / 2) / (width * np.sqrt(2 * np.pi))
flux001 = 2 * np.pi * np.mean(np.abs(gz) * delta)
flux110 = 2 * np.pi * np.mean((np.abs(gx + gy) + np.abs(gx - gy))
                              / (2 * np.sqrt(2)) * delta)
flux111 = 2 * np.pi * np.mean(sum(np.abs(gx + s1 * gy + s2 * gz)
                              for s1 in (1, -1) for s2 in (1, -1))
                              / (4 * np.sqrt(3)) * delta)


def forward_crossings(energy_on_lines):
    """Band is even along axis 0, so half a period holds one of each pair."""
    above = energy_on_lines > mu_fcc
    return np.sum(above[1:] != above[:-1], axis=0)


line = np.linspace(0, np.pi, 201)[:, None, None]
v = (np.arange(150) + 0.5) * np.pi / 150
q, w = v[None, :, None], v[None, None, :]
r001 = forward_crossings(-4 * (np.cos(q) * np.cos(w)
                         + np.cos(line) * (np.cos(q) + np.cos(w))))
r110 = forward_crossings(-4 * (np.cos(line + q) * np.cos(line - q)
                         + np.cos(w) * (np.cos(line + q) + np.cos(line - q))))
count001 = 2 * r001.mean()
count110 = np.sqrt(2) * r110.mean()
silhouette110 = np.sqrt(2) * np.mean(r110 > 0)
free_a2 = kF**2 * a_nm**2 / (4 * np.pi)
# one per cent covers the finite grids and the smoothed delta function
assert abs(flux001 / count001 - 1) < 0.01, (flux001, count001)
assert abs(flux110 / count110 - 1) < 0.01, (flux110, count110)
assert count110 > 1.1 * silhouette110
assert mu_fcc > 0  # the band energy at the L point is zero: necks are open


# ---------- quantum transmission of a two-dimensional constriction ----------
def transmission(energy, widths, onsite):
    lead = widths[0]
    n = np.arange(1, lead + 1)
    modes = np.sqrt(2 / (lead + 1)) * np.sin(np.outer(n, n) * np.pi / (lead + 1))
    e = energy - 4 + 2 * np.cos(n * np.pi / (lead + 1))
    root = np.sqrt(np.abs(e * e - 4))
    surface = np.where(np.abs(e) < 2, (e - 1j * root) / 2, (e + root) / 2)
    sigma = (modes * surface) @ modes.T
    gamma = -2 * sigma.imag
    green = path = None
    for i, wide in enumerate(widths):
        low = (lead - wide) // 2
        s = slice(low, low + wide)
        matrix = (np.diag(energy - 4 - onsite[i, s]) + np.eye(wide, k=1)
                  + np.eye(wide, k=-1)).astype(complex)
        matrix -= sigma if i == 0 else green[s, s]
        if i == len(widths) - 1:
            matrix -= sigma
        local = np.linalg.inv(matrix)
        new_path = np.zeros((lead, lead), complex)
        new_path[:, s] = local if i == 0 else -path[:, s] @ local
        green = np.zeros((lead, lead), complex)
        green[s, s] = local
        path = new_path
    return np.trace(gamma @ path @ gamma @ path.conj().T).real


lead_width, neck_width = 60, 24
ramp = np.sin(np.pi / 2 * np.arange(21) / 20)**2
taper = [int(2 * round(b / 2)) for b in
         lead_width + (neck_width - lead_width) * ramp]
energies = np.linspace(0.7, 1.3, 25)


def mean_transmission(length, smooth=True, disorder=0.0):
    ends = taper if smooth else [lead_width] * 2
    widths = ends + [neck_width] * length + ends[::-1]
    onsite = np.zeros((len(widths), lead_width))
    onsite[len(ends):len(ends) + length] = disorder * (
        rng.random((length, lead_width)) - 0.5)
    return np.mean([transmission(e, widths, onsite) for e in energies])


transverse = 2 - 2 * np.cos(np.arange(1, neck_width + 1) * np.pi / (neck_width + 1))
open_modes = np.mean([np.sum(transverse < e) for e in energies])
T_short, T_long = mean_transmission(10), mean_transmission(40)
T_abrupt = mean_transmission(10, smooth=False)
D_short = mean_transmission(10, disorder=1.5)
D_long = mean_transmission(40, disorder=1.5)
# the neck holds only a few modes, so threshold rounding is still visible
assert abs(T_short / open_modes - 1) < 0.05, (T_short, open_modes)
assert abs(T_long / T_short - 1) < 0.04, (T_long, T_short)
assert abs(T_abrupt / open_modes - 1) < 0.10, (T_abrupt, open_modes)
assert D_long < 0.8 * D_short, (D_long, D_short)

# ---------- Drude form: the mean free path cancels ----------
drude_rho_l = const.hbar * kF * 1e9 / (density * 1e27 * const.e**2)
R_drude = 4 * drude_rho_l / (3 * area * 1e-18)
assert abs(R_drude / R_sharvin - 1) < 1e-9
mean_free_path = drude_rho_l / rho_ohm_m * 1e9
R_spread = rho_ohm_m / (diameter * 1e-9)
R_series = rho_ohm_m * film * 1e-9 / (area * 1e-18)


# ---------- fully diffuse walls: particles followed through the tube ----------
def diffuse_tube(length_over_radius, number=400000):
    px, py = np.sqrt(rng.random(number)), np.zeros(number)
    pz = np.zeros(number)
    c = np.sqrt(rng.random(number))
    s, phi = np.sqrt(1 - c * c), 2 * np.pi * rng.random(number)
    dx, dy, dz = s * np.cos(phi), s * np.sin(phi), c
    passed, direct = 0, None
    while len(px):
        aa, bb = dx**2 + dy**2, px * dx + py * dy
        cc = np.minimum(px**2 + py**2 - 1, 0)
        flight = (-bb + np.sqrt(bb**2 - aa * cc)) / aa
        px, py, pz = px + flight * dx, py + flight * dy, pz + flight * dz
        passed += int(np.sum(pz > length_over_radius))
        if direct is None:
            direct = passed / number
        keep = (pz >= 0) & (pz <= length_over_radius)
        px, py, pz = px[keep], py[keep], pz[keep]
        norm = np.hypot(px, py)
        px, py = px / norm, py / norm
        c = np.sqrt(rng.random(len(px)))
        s, phi = np.sqrt(1 - c * c), 2 * np.pi * rng.random(len(px))
        dx = -c * px - s * np.cos(phi) * py
        dy = -c * py + s * np.cos(phi) * px
        dz = s * np.sin(phi)
    return passed / number, direct


tube_pass, tube_direct = diffuse_tube(film / radius)
view = 2 + (film / radius)**2
direct_formula = (view - np.sqrt(view**2 - 4)) / 2
assert abs(tube_direct - direct_formula) < 0.004  # about five standard errors

# ---------- temperature at fixed electron density ----------
theta = const.k * temperature / const.e / EF


def filling(mu):
    return quad(lambda b: (mu + theta * b)**1.5 / (4 * np.cosh(b / 2)**2),
                -40, 40, epsabs=1e-12, epsrel=1e-12, limit=200)[0] - 1


thermal_shift = brentq(filling, 0.99, 1.01, xtol=1e-13) - 1
assert abs(thermal_shift / (-np.pi**2 * theta**2 / 12) - 1) < 0.01

film_decay = np.exp(-2 * film * np.sqrt(barrier / hb2_2m))
specific = R_sharvin * area * 1e-14
bias_limit = j_limit_A_cm2 * specific

# ---------- printed numbers ----------
print(f"lattice constant (rough input): {a_nm:.2f} nm")
print(f"opening diameter: {diameter:.1f} nm; film thickness: {film:.1f} nm")
print(f"opening area: {area:.2f} nm^2")
print(f"electron density: {density:.2f} nm^-3")
print(f"Fermi wavevector: {kF:.3f} nm^-1")
print(f"Fermi wavelength: {2*np.pi/kF:.3f} nm")
print(f"Fermi energy: {EF:.3f} eV")
print(f"conductance quantum 2e^2/h: {G0*1e6:.3f} uS")
print(f"modes per area, sphere: {kF**2/(4*np.pi):.3f} nm^-2")
print(f"Sharvin mode number: {N_sharvin:.1f}")
print(f"Sharvin conductance: {G0*N_sharvin*1e3:.2f} mS")
print(f"Sharvin resistance: {R_sharvin:.3f} ohm")
print(f"specific contact resistance: {specific:.3e} ohm cm^2")
print(f"hard-wall edge term: {-x0/2:.1f} modes")
print(f"exact hard-wall count: {N_hard}")
print(f"wall barrier above Fermi level (rough input): {barrier:.1f} eV")
print(f"finite-wall gain over hard wall: {soft_wall_gain(x0, ratio0):.1f} modes")
print(f"exact finite-wall count: {N_soft}")
print(f"mean count minus formula, hard wall: {hard_error:.2f} modes")
print(f"mean count minus formula, finite wall: {soft_error:.2f} modes")
print(f"fcc band Fermi level: {mu_fcc:.3f} t (L point at 0)")
print(f"fcc modes*a^2 [001]: lines {count001:.4f}, integral {flux001:.4f}")
print(f"fcc modes*a^2 [110]: lines {count110:.4f}, integral {flux110:.4f}")
print(f"fcc [110] silhouette without multiplicity: {silhouette110:.4f}")
print(f"fcc modes*a^2 [111]: integral {flux111:.4f}")
print(f"sphere modes*a^2: {free_a2:.4f}")
print(f"fcc/sphere [001]: {flux001/free_a2:.3f}")
print(f"fcc/sphere [110]: {flux110/free_a2:.3f}")
print(f"fcc/sphere [111]: {flux111/free_a2:.3f}")
print(f"2D lattice widths: lead {lead_width}, neck {neck_width} sites")
print(f"2D mean open modes: {open_modes:.3f}")
print(f"2D mean transmission, tapered, neck 10 sites: {T_short:.3f}")
print(f"2D mean transmission, tapered, neck 40 sites: {T_long:.3f}")
print(f"2D mean transmission, abrupt, neck 10 sites: {T_abrupt:.3f}")
print(f"2D disordered, neck 10 sites: {D_short:.3f}")
print(f"2D disordered, neck 40 sites: {D_long:.3f}")
print(f"resistivity (rough input): {rho_ohm_m*1e8:.1f} uohm cm")
print(f"rho*l: {drude_rho_l:.3e} ohm m^2")
print(f"bulk mean free path: {mean_free_path:.1f} nm")
print(f"resistance from 4 rho l/(3A): {R_drude:.3f} ohm")
print(f"diffusive spreading resistance rho/d: {R_spread:.2f} ohm")
print(f"diffusive series resistance of film depth: {R_series:.2f} ohm")
print(f"diffuse-wall transmission: {tube_pass:.3f}")
print(f"direct flight: followed {tube_direct:.4f}, formula {direct_formula:.4f}")
print(f"resistance with fully diffuse walls: {R_sharvin/tube_pass:.2f} ohm")
print(f"closed-mode leakage estimate: {closed_leak:.2f} modes")
print(f"film tunnelling factor at normal incidence: {film_decay:.1e}")
print(f"temperature: {temperature:.0f} K; kT/EF: {theta:.5f}")
print(f"relative thermal change of conductance: {thermal_shift:.2e}")
print(f"tolerable current density (rough input): {j_limit_A_cm2/1e6:.0f} MA/cm^2")
print(f"bias at that current density: {bias_limit*1e6:.1f} uV")
print("done: every assertion held")
```

It prints:

```
lattice constant (rough input): 0.36 nm
opening diameter: 10.0 nm; film thickness: 2.0 nm
opening area: 78.54 nm^2
electron density: 85.73 nm^-3
Fermi wavevector: 13.641 nm^-1
Fermi wavelength: 0.461 nm
Fermi energy: 7.090 eV
conductance quantum 2e^2/h: 77.481 uS
modes per area, sphere: 14.808 nm^-2
Sharvin mode number: 1163.0
Sharvin conductance: 90.11 mS
Sharvin resistance: 11.097 ohm
specific contact resistance: 8.716e-12 ohm cm^2
hard-wall edge term: -34.1 modes
exact hard-wall count: 1129
wall barrier above Fermi level (rough input): 3.0 eV
finite-wall gain over hard wall: 32.2 modes
exact finite-wall count: 1160
mean count minus formula, hard wall: 0.22 modes
mean count minus formula, finite wall: -0.03 modes
fcc band Fermi level: 0.917 t (L point at 0)
fcc modes*a^2 [001]: lines 1.5664, integral 1.5652
fcc modes*a^2 [110]: lines 1.7981, integral 1.7980
fcc [110] silhouette without multiplicity: 1.3003
fcc modes*a^2 [111]: integral 1.8771
sphere modes*a^2: 1.9192
fcc/sphere [001]: 0.816
fcc/sphere [110]: 0.937
fcc/sphere [111]: 0.978
2D lattice widths: lead 60, neck 24 sites
2D mean open modes: 7.800
2D mean transmission, tapered, neck 10 sites: 7.702
2D mean transmission, tapered, neck 40 sites: 7.641
2D mean transmission, abrupt, neck 10 sites: 7.674
2D disordered, neck 10 sites: 5.843
2D disordered, neck 40 sites: 2.696
resistivity (rough input): 2.0 uohm cm
rho*l: 6.537e-16 ohm m^2
bulk mean free path: 32.7 nm
resistance from 4 rho l/(3A): 11.097 ohm
diffusive spreading resistance rho/d: 2.00 ohm
diffusive series resistance of film depth: 0.51 ohm
diffuse-wall transmission: 0.835
direct flight: followed 0.6722, formula 0.6721
resistance with fully diffuse walls: 13.29 ohm
closed-mode leakage estimate: 1.42 modes
film tunnelling factor at normal incidence: 3.8e-16
temperature: 300 K; kT/EF: 0.00365
relative thermal change of conductance: -1.09e-05
tolerable current density (rough input): 10 MA/cm^2
bias at that current density: 87.2 uV
done: every assertion held
```
